# Breakdown width of an avalanche region with unequal ionisation coefficients: verification in Python

```python
"""
Avalanche multiplication with constant ionisation coefficients.
Result under test: electrons (coefficient alpha, moving to +x) and holes (beta,
moving to -x) in a region of width W give a finite mean current only if
    W < W_B = ln(alpha/beta)/(alpha-beta).
Multiplication for electrons injected at x=0 and holes injected at x=W:
    M_n = d/(alpha*exp(-d*W)-beta),  M_p = d/(alpha-beta*exp(d*W)),  d=alpha-beta.
Successive generations of pairs grow by the factor W/W_B.
Lengths are in micrometres, coefficients in 1/micrometre, fields in MV/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, toeplitz
from scipy.optimize import brentq
from scipy.special import gammainc

PER_CM = 1e-4                      # 1/cm expressed in 1/micrometre
alpha, beta = 2e4 * PER_CM, 1e3 * PER_CM


def breakdown_width(a, b):
    return np.log(a / b) / (a - b)


def electron_gain(a, b, width):
    return (a - b) / (a * np.exp(-(a - b) * width) - b)


def hole_gain(a, b, width):
    return (a - b) / (a - b * np.exp((a - b) * width))


def gains_from_boundary_problem(a, b, width):
    """Propagate (Jn, Jp) across the region and impose the end conditions."""
    t = expm(np.array([[a, b], [-a, -b]]) * width)
    return 1 - t[1, 0] / t[1, 1], 1 / t[1, 1]


def self_sustained_width(coefficients):
    """Start with Jn=0, Jp=1 at x=0; find where Jp vanishes."""
    def slope(x, current):
        a, b = coefficients(x)
        rate = a * current[0] + b * current[1]
        return [rate, -rate]

    def no_holes(x, current):
        return current[1]
    no_holes.terminal = True
    no_holes.direction = -1
    run = solve_ivp(slope, (0, 10), [0.0, 1.0], events=no_holes,
                    rtol=1e-10, atol=1e-12)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0]


def ionisation_count(distance, rate, dead):
    """Mean number of ionisations by one carrier that must cross a dead
    space after its birth and after each ionisation."""
    if dead == 0:
        return rate * distance
    last = int(np.max(distance) / dead) + 1
    return sum(gammainc(n, rate * np.clip(distance - n * dead, 0, None))
               for n in range(1, last + 1))


def generation_matrix(width, a, b, dead=0.0, cells=400):
    """Mean new pairs in cell i caused by one pair born at the centre of j."""
    h = width / cells
    lag = np.arange(cells) * h
    far, near = lag + h / 2, np.clip(lag - h / 2, 0, None)
    by_e = ionisation_count(far, a, dead) - ionisation_count(near, a, dead)
    by_h = ionisation_count(far, b, dead) - ionisation_count(near, b, dead)
    matrix = toeplitz(by_e, by_h)
    matrix[np.diag_indices(cells)] = by_e[0] + by_h[0]
    return matrix


def generation_ratio(width, a, b, dead=0.0, cells=400):
    matrix = generation_matrix(width, a, b, dead, cells)
    pairs = np.ones(cells)
    for _ in range(60):
        new = matrix @ pairs
        ratio = new.sum() / pairs.sum()
        pairs = new / new.max()
    return ratio


def width_from_generations(a, b, dead=0.0, cells=400):
    return brentq(lambda w: generation_ratio(w, a, b, dead, cells) - 1,
                  0.8, 3.0, xtol=1e-7)


def monte_carlo_gain(width, trials, rng):
    count = rng.poisson(alpha * width, trials).sum()
    born = width * rng.random(count)
    total = trials
    while born.size:
        total += born.size
        from_e = np.repeat(born, rng.poisson(alpha * (width - born)))
        from_h = np.repeat(born, rng.poisson(beta * born))
        born = np.concatenate([
            from_e + (width - from_e) * rng.random(from_e.size),
            from_h * rng.random(from_h.size)])
    return total / trials


rng = np.random.default_rng(7)
w_b = breakdown_width(alpha, beta)

# Multiplication formulas against the boundary problem, also past threshold.
for w in (0.5, 1.0, 1.5, 1.8):
    m_e, m_h = gains_from_boundary_problem(alpha, beta, w)
    assert np.isclose(m_e, electron_gain(alpha, beta, w), rtol=1e-9)
    assert np.isclose(m_h, hole_gain(alpha, beta, w), rtol=1e-9)
assert gains_from_boundary_problem(alpha, beta, 1.8)[0] < 0

# Breakdown width from a current that sustains itself without injection.
w_shoot = self_sustained_width(lambda x: (alpha, beta))
assert abs(w_shoot - w_b) < 1e-6
assert abs(self_sustained_width(lambda x: (alpha, alpha)) - 1 / alpha) < 1e-6
single = gains_from_boundary_problem(alpha, 0.0, w_b)[0]
assert np.isclose(single, np.exp(alpha * w_b), rtol=1e-9)

# Divergence law close to threshold; first correction is of order 1e-3.
gap = 1e-3
m_close = gains_from_boundary_problem(alpha, beta, w_b - gap)[0]
assert abs(m_close * beta * gap - 1) < 2e-3

# The positive exponential is reproduced by one generation step.
for w in (1.0, 1.8):
    def phi(x, w=w):
        return np.exp(x * np.log(alpha / beta) / w)
    for x in (0.0, 0.37 * w, w):
        step = alpha * quad(phi, 0, x)[0] + beta * quad(phi, x, w)[0]
        assert np.isclose(step / phi(x), w / w_b, rtol=1e-9)

# Explicit generations: their ratio, their sum, and growth past threshold.
ratios = {w: generation_ratio(w, alpha, beta) for w in (1.0, 1.6, 1.8)}
for w, ratio in ratios.items():
    assert abs(ratio - w / w_b) < 1e-4
cells = 400
matrix = generation_matrix(1.0, alpha, beta, cells=cells)
pairs = np.full(cells, alpha * 1.0 / cells)
sizes = []
for _ in range(80):
    sizes.append(pairs.sum())
    pairs = matrix @ pairs
gain_sum = 1 + sum(sizes)
assert abs(gain_sum / electron_gain(alpha, beta, 1.0) - 1) < 1e-3

# Random branching; standard error is about 0.025.
gain_mc = monte_carlo_gain(1.0, 200000, rng)
assert abs(gain_mc - electron_gain(alpha, beta, 1.0)) < 0.12

# Dead-space counting formula against random paths.
paths = np.cumsum(0.3 + rng.exponential(0.5, (200000, 6)), axis=1)
assert abs((paths < 1.2).sum(axis=1).mean()
           - ionisation_count(np.array([1.2]), 2.0, 0.3)[0]) < 0.01

# Rough silicon-like parameters for sizing what the model leaves out.
field = 0.35                       # MV/cm, chosen
threshold = 1.7                    # eV, both carriers
slope_e, slope_h = 1.2, 2.0        # MV/cm, coefficient ~ exp(-slope/field)
phonon = 0.063                     # eV
permittivity = 11.7 * const.epsilon_0
doping = 1e14                      # 1/cm3
drift = 1e7                        # cm/s
band_gap, tunnel_mass = 1.12, 0.1  # eV, free-electron masses
beta_high = 5e3 * PER_CM

voltage = field * 1e8 * w_b * 1e-6
w_beta_high = self_sustained_width(lambda x: (alpha, beta_high))
assert abs(w_beta_high - breakdown_width(alpha, beta_high)) < 1e-6

dead = threshold / (field * 1e8) * 1e6
a_free, b_free = 1 / (1 / alpha - dead), 1 / (1 / beta - dead)
w_dead_path = width_from_generations(a_free, b_free, dead)
w_dead_rate = width_from_generations(alpha, beta, dead)
assert abs(width_from_generations(alpha, beta) - w_b) < 1e-4
assert abs(width_from_generations(a_free, b_free, dead, 800)
           - w_dead_path) < 2e-3
assert w_b < w_dead_path < w_dead_rate

field_slope = const.e * doping * 1e6 / permittivity * 1e-14


def doped_coefficients(x):
    change = 1 / (field - field_slope * x) - 1 / field
    return alpha * np.exp(-slope_e * change), beta * np.exp(-slope_h * change)


w_doped = self_sustained_width(doped_coefficients)
assert w_doped > w_b


def relative_path(temperature):
    return np.tanh(phonon * const.e / (2 * const.k * temperature))


path_loss = relative_path(300) / relative_path(350) - 1
alpha_hot = alpha * np.exp(-slope_e / field * path_loss)
beta_hot = beta * np.exp(-slope_h / field * path_loss)
w_hot = self_sustained_width(lambda x: (alpha_hot, beta_hot))
assert w_hot > w_b

current_1pct = (0.01 * field * 1e8 * permittivity * drift * 1e-2
                / (w_b * 1e-6)) * 1e-4
exponent = (4 * np.sqrt(2 * tunnel_mass * const.m_e)
            * (band_gap * const.e) ** 1.5
            / (3 * const.e * const.hbar * field * 1e8))
assert exponent > 30

print(f"electron coefficient: {alpha/PER_CM:.0f} /cm")
print(f"hole coefficient: {beta/PER_CM:.0f} /cm")
print(f"difference of coefficients: {(alpha-beta)/PER_CM:.0f} /cm")
print(f"ln(alpha/beta): {np.log(alpha/beta):.4f}")
print(f"breakdown width, formula: {w_b:.4f} um")
print(f"breakdown width, shooting: {w_shoot:.4f} um")
for w in (0.5, 1.0, 1.5, 1.55):
    print(f"W={w:.2f} um: M_n={electron_gain(alpha, beta, w):.3f}, "
          f"M_p={hole_gain(alpha, beta, w):.3f}")
print(f"formula M_n at W=1.80 um: {electron_gain(alpha, beta, 1.8):.2f}")
print(f"M_n at 1 nm below breakdown width: {m_close:.0f}")
print(f"near-threshold law at 1 nm below: {1/(beta*gap):.0f}")
print("pairs per injected electron, W=1 um, generations 1-4: "
      + ", ".join(f"{s:.3f}" for s in sizes[:4]))
print(f"M_n at W=1 um, sum of generations: {gain_sum:.3f}")
print(f"M_n at W=1 um, Monte Carlo: {gain_mc:.2f}")
for w, ratio in ratios.items():
    print(f"generation ratio at W={w:.1f} um: {ratio:.4f}")
print(f"M_n at breakdown width if holes did not ionise: {single:.2f}")
print(f"breakdown width if beta=alpha: {1/alpha:.3f} um")
print(f"chosen field: {field:.2f} MV/cm")
print(f"breakdown voltage: {voltage:.1f} V")
print(f"raised hole coefficient: {beta_high/PER_CM:.0f} /cm")
print(f"breakdown width with raised hole coefficient: {w_beta_high:.3f} um")
print(f"rough ionisation threshold: {threshold:.1f} eV")
print(f"dead space: {dead*1e3:.1f} nm")
print(f"width with dead space, mean path kept: {w_dead_path:.3f} um")
print(f"width with dead space, later rate kept: {w_dead_rate:.3f} um")
print(f"rough field slopes, electron and hole: {slope_e}, {slope_h} MV/cm")
print(f"background doping: {doping:.0e} /cm3")
print(f"field drop over W_B from doping: {100*field_slope*w_b/field:.2f} %")
print(f"breakdown width with this doping: {w_doped:.3f} um")
print(f"rough phonon energy: {phonon*1e3:.0f} meV")
print(f"coefficients at 350 K, same field: {alpha_hot/PER_CM:.0f}, "
      f"{beta_hot/PER_CM:.0f} /cm")
print(f"breakdown width at 350 K, same field: {w_hot:.2f} um")
print(f"field rise that offsets the heating: {100*path_loss:.1f} %")
print(f"rough drift velocity: {drift:.0e} cm/s")
print(f"current density for 1 % field change: {current_1pct:.0f} A/cm2")
print(f"rough gap and tunnel mass: {band_gap} eV, {tunnel_mass} m_e")
print(f"tunnelling exponent: {exponent:.1f}")
print(f"tunnelling factor: {np.exp(-exponent):.0e}")
print("tests ok")
```

It prints:

```
electron coefficient: 20000 /cm
hole coefficient: 1000 /cm
difference of coefficients: 19000 /cm
ln(alpha/beta): 2.9957
breakdown width, formula: 1.5767 um
breakdown width, shooting: 1.5767 um
W=0.50 um: M_n=2.821, M_p=1.091
W=1.00 um: M_n=9.541, M_p=1.427
W=1.50 um: M_n=121.107, M_p=7.005
W=1.55 um: M_n=365.095, M_p=19.205
formula M_n at W=1.80 um: -54.95
M_n at 1 nm below breakdown width: 9991
near-threshold law at 1 nm below: 10000
pairs per injected electron, W=1 um, generations 1-4: 2.000, 2.100, 1.603, 1.052
M_n at W=1 um, sum of generations: 9.541
M_n at W=1 um, Monte Carlo: 9.52
generation ratio at W=1.0 um: 0.6342
generation ratio at W=1.6 um: 1.0148
generation ratio at W=1.8 um: 1.1416
M_n at breakdown width if holes did not ionise: 23.42
breakdown width if beta=alpha: 0.500 um
chosen field: 0.35 MV/cm
breakdown voltage: 55.2 V
raised hole coefficient: 5000 /cm
breakdown width with raised hole coefficient: 0.924 um
rough ionisation threshold: 1.7 eV
dead space: 48.6 nm
width with dead space, mean path kept: 1.723 um
width with dead space, later rate kept: 1.832 um
rough field slopes, electron and hole: 1.2, 2.0 MV/cm
background doping: 1e+14 /cm3
field drop over W_B from doping: 0.70 %
breakdown width with this doping: 1.598 um
rough phonon energy: 63 meV
coefficients at 350 K, same field: 15390, 646 /cm
breakdown width at 350 K, same field: 2.15 um
field rise that offsets the heating: 7.6 %
rough drift velocity: 1e+07 cm/s
current density for 1 % field change: 230 A/cm2
rough gap and tunnel mass: 1.12 eV, 0.1 m_e
tunnelling exponent: 73.2
tunnelling factor: 2e-32
tests ok
```
